# Three-halves-power onset of momentum-forbidden indirect exciton absorption, part 1

(Sections cited here and not found follow in the second part.)

## From a vanishing amplitude to the three-halves power

In a model of the germanium absorption edge at 4 K, light 0.25 meV above the threshold for creating an exciton and a transverse acoustic phonon is absorbed with a coefficient of $0.00175\ \mathrm{cm^{-1}}$. At 1.00 meV above the same threshold the coefficient is $0.0140\ \mathrm{cm^{-1}}$. The excess energy has grown fourfold and the absorption eightfold. A constant transition amplitude would have given a factor of two, because the number of exciton states per unit energy grows as the square root of the excess energy. The remaining factor of four comes from an amplitude that is zero for an exciton at rest and grows in proportion to its momentum.

The setting is an indirect semiconductor with a full valence band and an empty conduction band. The valence maximum lies at wavevector zero and the conduction minimum at $\mathbf k_0$. Light lifts an electron almost vertically in wavevector, and a phonon supplies the rest. The final state holds an exciton and one emitted phonon. I write the exciton's total wavevector as $\mathbf k_0+\mathbf Q$, so that $\mathbf Q$ is its centre-of-mass wavevector measured from the separation of the band extrema. The momentum of the light is neglected at first and restored later.

Absorption is then a two-step process. Take the energy of the initial electronic state as zero, that of the intermediate state as $E_i$ and that of the final state, phonon included, as $E_f$. The absorbing part of the light field couples the first two through $V_le^{-i\omega t}$, and the lattice couples the last two through $V_p$. For weak coupling the initial amplitude stays near one, and the intermediate amplitude $c_i$ obeys

$$
i\hbar\,\dot c_i=E_i c_i+V_l e^{-i\omega t}.
$$

The driven solution has the form $c_i=Ce^{-i\omega t}$. Substitution gives $\hbar\omega C=E_iC+V_l$, and therefore

$$
C=-\frac{V_l}{\Delta},\qquad \Delta=E_i-\hbar\omega .
$$

The final state is driven by $V_pc_i$, that is, by an effective coupling

$$
M_{\rm eff}=-\frac{V_pV_l}{\Delta}.
$$

The overall sign disappears on squaring. This requires $\Delta$ to be large compared with both couplings. A three-level test shows the size directly. With $V_l=0.01$, $V_p=0.02$ and $\Delta=1$ in a common energy unit, and the final level raised by 0.0003 to cancel the difference of the second-order level shifts, half the splitting of the two lower levels is 0.000200. The product formula gives the same number.

Now let the electron end at $\mathbf k_0+\boldsymbol\kappa_e$, having left the valence state $\boldsymbol\kappa_v$. Wavevector conservation fixes the difference, $\boldsymbol\kappa_e-\boldsymbol\kappa_v=\mathbf Q$. With Bloch phases chosen to vary smoothly near the extrema, the two-step matrix element can be expanded in both small wavevectors. For a transition that is forbidden at the extrema the constant term is zero, and the leading term is

$$
W(\boldsymbol\kappa_e,\boldsymbol\kappa_v)=\frac{1}{\sqrt V}\left(\mathbf a\cdot\boldsymbol\kappa_e+\mathbf b\cdot\boldsymbol\kappa_v\right).
$$

Here $V$ is the crystal volume. The factor $V^{-1/2}$ belongs to the displacement produced by a single phonon. The vectors $\mathbf a$ and $\mathbf b$ contain the optical matrix elements, the lattice coupling and the energy denominators.

An exciton is a superposition of such pairs, so its amplitude depends on how $\boldsymbol\kappa_e$ and $\boldsymbol\kappa_v$ are shared between internal and overall motion. Assume parabolic bands with common principal axes. Along one axis, let $m_e$ and $m_h$ be the electron and hole masses and $M=m_e+m_h$. Write

$$
\kappa_e=k+\frac{m_e}{M}Q,\qquad
\kappa_v=k-\frac{m_h}{M}Q .
$$

Their difference is $Q$, as required. Removing an electron at $\kappa_v$ from a downward-curving valence band costs $\hbar^2\kappa_v^2/2m_h$, so the pair's kinetic energy along this axis is

$$
\begin{aligned}
\frac{\hbar^2\kappa_e^2}{2m_e}+\frac{\hbar^2\kappa_v^2}{2m_h}
&=\frac{\hbar^2k^2}{2}\left(\frac1{m_e}+\frac1{m_h}\right)
+\hbar^2kQ\left(\frac1M-\frac1M\right)\\
&\quad+\frac{\hbar^2Q^2}{2}\,\frac{m_e+m_h}{M^2}.
\end{aligned}
$$

The cross term cancels. What remains is $\hbar^2k^2/2\mu+\hbar^2Q^2/2M$, with $1/\mu=1/m_e+1/m_h$. The Coulomb attraction transfers wavevector from one value of $k$ to another at fixed $Q$ and depends on the difference of the two values. The internal wavefunction is therefore independent of $Q$ in this model.

Let $\phi_{\mathbf k}$ be the normalized pair amplitudes of the 1s exciton and define its envelope in the electron-hole separation by

$$
F(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}\phi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},
\qquad
\sum_{\mathbf k}\phi_{\mathbf k}=\sqrt V\,F(0).
$$

The second relation is the first at $\mathbf r=0$. The 1s amplitudes can be taken real, and they are even in $\mathbf k$, so $\sum_{\mathbf k}\mathbf k\,\phi_{\mathbf k}=0$ when the sum is taken symmetrically. Inserting the shared wavevectors into $W$ and summing over pairs gives the exciton matrix element

$$
M_{\mathbf Q}=\sum_{\mathbf k}\phi_{\mathbf k}W
=F(0)\,\boldsymbol\lambda\cdot\mathbf Q,
\qquad
\lambda_i=\frac{m_{e,i}a_i-m_{h,i}b_i}{M_i}.
$$

The factor $V^{-1/2}$ has cancelled the $\sqrt V$ from the pair sum. The linear dependence on $\mathbf Q$ thus follows from a linear pair amplitude and an even envelope. If the pair amplitude depends on the transferred wavevector alone, then $\mathbf b=-\mathbf a$ and $\boldsymbol\lambda=\mathbf a$, whatever the mass ratio.

A one-dimensional electron-hole pair tests the mass weighting. In units with $\hbar=1$, take $m_e=1$, $m_h=2$, $a=1$, $b=0.3$, $Q=0.3$ and an attraction $-3e^{-x^2/2}$. Diagonalizing the pair Hamiltonian and dividing the amplitude by $Q\sum_k\phi_k$ gives 0.133333. The formula gives $(1\times1-2\times0.3)/3=0.133333$. The same calculation shows a limit of the argument. The first odd bound state at $Q=0$ has a nonzero amplitude, because $k\phi_k$ is then even and its sum does not cancel. Its value in the test, about 12.5, grows as the square root of the box length set by the wavevector mesh, so only its being nonzero is significant. In three dimensions, an odd exciton can therefore be created at rest when its envelope has a nonzero slope at zero separation along $\mathbf a+\mathbf b$. It then starts with a square-root edge at its own higher threshold.

For the 1s exciton, let $E_g$ be the indirect gap, $R$ the binding energy and $\hbar\Omega$ the phonon energy, taken for now as independent of $\mathbf Q$. The excess photon energy is

$$
\varepsilon=\hbar\omega-(E_g-R+\hbar\Omega).
$$

Fermi's golden rule gives the number of transitions per unit time and volume,

$$
w=\frac{2\pi}{\hbar}|F(0)|^2J(\varepsilon),
$$

$$
J(\varepsilon)=\int\!\frac{d^3Q}{(2\pi)^3}\,
|\boldsymbol\lambda\cdot\mathbf Q|^2\,
\delta\!\left(\varepsilon-\sum_i\frac{\hbar^2Q_i^2}{2M_i}\right).
$$

The sum over $\mathbf Q$ divided by $V$ has become an integral, with one allowed wavevector per volume $(2\pi)^3/V$.

To evaluate $J$, set $Q_i=(\sqrt{2M_i}/\hbar)\,s_i$. The kinetic energy is then $s^2$, and the surface of constant energy becomes a sphere. The volume element and the squared amplitude transform as

$$
d^3Q=\left(\frac{2}{\hbar^2}\right)^{3/2}\!\sqrt{M_1M_2M_3}\;d^3s,
$$

$$
|\boldsymbol\lambda\cdot\mathbf Q|^2=\frac{2}{\hbar^2}\sum_{ij}\sqrt{M_iM_j}\,\lambda_i\lambda_j^*\,s_is_j .
$$

On a sphere the average of $s_is_j$ is zero for $i\ne j$ by reflection. For $i=j$ it is $s^2/3$, because the three squares are equivalent and add to $s^2$. Hence

$$
J=\left(\frac{2}{\hbar^2}\right)^{5/2}\!\sqrt{M_1M_2M_3}\,
\sum_iM_i|\lambda_i|^2\;
\frac{4\pi}{3(2\pi)^3}\int_0^\infty\! s^4\,\delta(\varepsilon-s^2)\,ds .
$$

With $u=s^2$ and $ds=du/(2\sqrt u)$, the last integral is $\varepsilon^{3/2}/2$. The numerical factor is $4\pi/(24\pi^3)=1/(6\pi^2)$, and the result for $\varepsilon>0$ is

$$
J(\varepsilon)=\frac{1}{12\pi^2}\left(\frac{2}{\hbar^2}\right)^{5/2}
\sqrt{M_1M_2M_3}\left(\sum_iM_i|\lambda_i|^2\right)\varepsilon^{3/2}.
$$

Below threshold the delta function has no solution and $J=0$. Unequal masses change the coefficient and leave the power alone, since every component of $\mathbf Q$ scales as $\sqrt\varepsilon$.

The same substitution without the squared amplitude gives the density of exciton states,

$$
G(\varepsilon)=\frac{1}{4\pi^2}\left(\frac{2}{\hbar^2}\right)^{3/2}\sqrt{M_1M_2M_3}\;\varepsilon^{1/2}.
$$

An allowed transition follows $G$, with its power of one half. The forbidden transition gains one more power of $\varepsilon$ because its squared amplitude is proportional to kinetic energy.

Explicit sums over a lattice of $\mathbf Q$ values test this integral. They use translational masses of 0.38, 0.38 and 1.90 free-electron masses and $\boldsymbol\lambda=(0.6,0.3,0.5)$. The delta function is replaced by a Gaussian whose standard deviation is 8 percent of $\varepsilon$. Between 0.25 and 1 meV the sums grow with a power of 1.5000. At 1 meV the sum is 1.0024 times the formula. The difference comes from the Gaussian: averaging $\varepsilon^{3/2}$ over a small relative width $\sigma$ multiplies it by $1+\tfrac38\sigma^2$, which is 1.0024 for $\sigma=0.08$.

The derivation has placed the zero of the amplitude at the minimum of the final-state energy. Two effects can separate them. The zero may lie at some $\mathbf Q_0$, and the phonon energy may have a slope, $\hbar\Omega(\mathbf Q)=\hbar\Omega+\hbar\mathbf v\cdot\mathbf Q$. Completing the square along each axis gives

$$
\frac{\hbar^2Q_i^2}{2M_i}+\hbar v_iQ_i
=\frac{\hbar^2}{2M_i}\left(Q_i+\frac{M_iv_i}{\hbar}\right)^2-\frac{M_iv_i^2}{2}.
$$

The threshold falls by $\sum_iM_iv_i^2/2$. With $Q_i'=Q_i+M_iv_i/\hbar$ measured from the new minimum, the amplitude becomes

$$
\boldsymbol\lambda\cdot(\mathbf Q-\mathbf Q_0)=\boldsymbol\lambda\cdot(\mathbf Q'-\mathbf d),
\qquad d_i=Q_{0,i}+\frac{M_iv_i}{\hbar}.
$$

On squaring, the terms linear in $\mathbf Q'$ cancel between opposite points of the energy surface. With $\varepsilon$ now counted from the lowered threshold,

$$
J_{\rm total}(\varepsilon)=J(\varepsilon)+|\boldsymbol\lambda\cdot\mathbf d|^2\,G(\varepsilon).
$$

A lattice sum at 1 meV with both kinds of displacement tests this formula. In units of the largest $Q_i$ reached on each axis at that energy, $\mathbf Q_0$ was $(0.1,0.2,0)$ and the slope's contribution to $\mathbf d$ was $(0.3,-0.2,0.25)$. The sum was 1.0014 times the formula.

The added term goes as $\varepsilon^{1/2}$. However small its coefficient, it overtakes the $\varepsilon^{3/2}$ term sufficiently close to threshold, unless $\boldsymbol\lambda\cdot\mathbf d=0$. The three-halves law therefore has a lower limit as well as an upper one. It needs kinetic energies large enough to hide any displacement of the zero, yet below the next exciton level that contributes.

An amplitude linear in the exciton's wavevector gives absorption rising as $\varepsilon^{3/2}$, with an added $\varepsilon^{1/2}$ term that dominates close to threshold when $\boldsymbol\lambda\cdot\mathbf d\ne0$. It remains to find $\boldsymbol\lambda$ for light and a lattice vibration, and to turn the transition rate into an absorption coefficient for a germanium-like edge.
